# The Fermi hole, Slater's averaged exchange potential and the factor 2/3: a program that tests the result

```python
# Under test (hartree atomic units): Slater's potential
#   vS(r) = -int |gamma(r,r')|^2 / (n_s(r)|r-r'|) d3r'  (gamma: one-spin density matrix)
# is the density-weighted mean of orbital exchange potentials, Ex = 1/2 sum_s int n_s vS;
# uniform gas: vS = -3kF/(2pi), d(e_x)/dn = Sigma_x(kF) = -kF/pi = (2/3) vS,
# Sigma_x(k) = -(2kF/pi) F(k/kF); W = int (g_x-1) w(s) d3s, w = exp(-kappa s)/s.
# He: own HF and X-alpha SCF in 24 s Gaussians; v_Xalpha = -(3 alpha/2)(3n/pi)^(1/3).
import numpy as np
import sympy as sp
from numpy.polynomial.legendre import leggauss
from scipy.special import spherical_jn as jn, erf
from scipy.integrate import quad
from scipy.linalg import eigh
from scipy.optimize import minimize_scalar
from scipy.constants import physical_constants
from pyscf.dft import libxc

pi = np.pi
EV = physical_constants['Hartree energy in eV'][0]

def panels(width, count, order=12):
    x, w = leggauss(order)
    left = width * np.arange(count)[:, None]
    return (left + width * (x + 1) / 2).ravel(), np.tile(w * width / 2, count)

# ---------------- uniform gas ----------------
z = sp.symbols('z', positive=True)
j0s, j1s = sp.sin(z) / z, sp.sin(z) / z**2 - sp.cos(z) / z
assert sp.simplify(sp.diff(j0s**2 + j1s**2, z) + 4 * j1s**2 / z) == 0
xg, wx = panels(pi, 2000)
X = 2000 * pi
hole_charge = 6 / pi * (wx @ jn(1, xg)**2 + 1 / (2 * X))   # averaged tail added
int_j1sq_x = wx @ (jn(1, xg)**2 / xg) + 1 / (4 * X**2)
assert abs(hole_charge - 1) < 1e-8 and abs(int_j1sq_x - 0.25) < 1e-9

def F(y):
    if y == 0: return 1.0
    if y == 1: return 0.5
    return 0.5 + (1 - y * y) / (4 * y) * np.log(abs((1 + y) / (1 - y)))

def sigma_k(k, kF, kappa=0.0):   # integral over the Fermi sphere centred on k
    def f(mu):
        q = -k * mu + np.sqrt(max(kF**2 - k**2 * (1 - mu**2), 0.0))
        return q - (kappa * np.arctan(q / kappa) if kappa else 0.0)
    return -(quad(f, -1, 0)[0] + quad(f, 0, 1)[0]) / pi

rs = 2.0
n0 = 3 / (4 * pi * rs**3)
kf = lambda n: (3 * pi**2 * n)**(1 / 3)
kF = kf(n0)
for s in (0.3, 2.0, 7.0):
    direct = quad(lambda k: k * k * np.sinc(k * s / pi), 0, kF)[0] / (2 * pi**2)
    assert abs(direct - n0 / 2 * 3 * jn(1, kF * s) / (kF * s)) < 1e-12
for y in (0, 0.5, 0.9, 1):
    assert abs(sigma_k(y * kF, kF) + 2 * kF / pi * F(y)) < 1e-8
    assert abs(wx @ (jn(1, xg) * jn(0, y * xg)) - F(y)) < 1e-6
F_mean = quad(lambda y: 3 * y * y * sigma_k(y * kF, kF), 0, 1)[0] / (-2 * kF / pi)
assert abs(F_mean - 0.75) < 1e-7

sg, ws = panels(1.0, 4000)       # grid in s, the same for every density
def W(n, kappa=0.0):
    k = kf(n)
    shape = 3 * jn(1, k * sg) / (k * sg)
    val = 4 * pi * ws @ (sg * shape**2 * np.exp(-kappa * sg))
    if not kappa: val += 9 * pi / (k**4 * 4000.0**2)
    return -val / 2

def ddn(f, n, h=1e-4):
    return (f(n * (1 + h)) - f(n * (1 - h))) / (2 * h * n)

vS0 = n0 * W(n0)
vx0 = ddn(lambda n: 0.5 * n * n * W(n), n0)
resp = 0.5 * n0**2 * ddn(W, n0)
power = n0 * ddn(lambda n: np.log(-n * W(n)), n0)
assert abs(vS0 + 3 * kF / (2 * pi)) < 1e-8
assert abs(vS0 + 1.5 * (3 * n0 / pi)**(1 / 3)) < 1e-8
assert abs(power - 1 / 3) < 1e-5 and abs(resp - kF / (2 * pi)) < 1e-5
assert abs(vx0 - sigma_k(kF, kF)) < 1e-5 and abs(vx0 / vS0 - 2 / 3) < 1e-5
assert abs(vS0 + resp - sigma_k(kF, kF)) < 1e-5
exc, vxc = libxc.eval_xc('slater,', np.array([n0]), spin=0, deriv=1)[:2]
assert abs(np.ravel(exc)[0] - vS0 / 2) < 1e-8 and abs(np.ravel(vxc[0])[0] - vx0) < 1e-5
na, nb = np.array([0.05, 0.2, 0.7]), np.array([0.01, 0.1, 0.3])
vspin = np.asarray(libxc.eval_xc('slater,', (na, nb), spin=1, deriv=1)[1][0])
assert np.allclose(vspin[:, 0], -(6 * na / pi)**(1 / 3), atol=1e-10)
ratios = []
for c in (1, 10):
    kap = c * kF
    deriv = ddn(lambda n: 0.5 * n * n * W(n, kap), n0)
    assert abs(deriv / sigma_k(kF, kF, kap) - 1) < 1e-6
    ratios.append(deriv / (n0 * W(n0, kap)))
assert 0.7 < ratios[0] < 0.99 < ratios[1] < 1
print(f"GAS rs = {rs:.1f} bohr, n = {n0:.6f} bohr^-3, kF = {kF:.6f} bohr^-1")
print(f"hole charge = {hole_charge:.6f}, int j1^2/x dx = {int_j1sq_x:.6f}")
print(f"F(0.5) = {F(0.5):.6f}, <F> = {F_mean:.6f}, dln|vS|/dln n = {power:.5f}")
print(f"Sigma(0) = {sigma_k(0, kF):.6f} Ha, Sigma(kF) = {sigma_k(kF, kF):.6f} Ha")
print(f"vS = {vS0:.6f} Ha = {vS0 * EV:.3f} eV")
print(f"eps_x = {vS0 / 2:.6f} Ha, response term = {resp:.5f} Ha")
print(f"de_x/dn = {vx0:.5f} Ha = {vx0 * EV:.3f} eV, ratio to vS = {vx0 / vS0:.5f}")
print(f"screened ratio: kappa/kF=1 {ratios[0]:.5f}, kappa/kF=10 {ratios[1]:.5f}")

# ---------------- helium, s Gaussians ----------------
Z, nb_ = 2.0, 24
a = 0.004 * 2.0**np.arange(nb_)
norm = (2 * a / pi)**0.75
NN, p = np.outer(norm, norm), a[:, None] + a[None, :]
S = NN * (pi / p)**1.5
T = 3 * np.outer(a, a) / p * S
h = T - Z * NN * 2 * pi / p
P, Q = p[:, :, None, None], p[None, None, :, :]
eri = NN[:, :, None, None] * NN[None, None] * 2 * pi**2.5 / (P * Q * np.sqrt(P + Q))
eJ = eri.reshape(nb_**2, -1)
eK = eri.transpose(0, 2, 1, 3).reshape(nb_**2, -1)
Jm = lambda D: (eJ @ D.ravel()).reshape(nb_, nb_)
Km = lambda D: (eK @ D.ravel()).reshape(nb_, nb_)
ao = lambda r: norm[:, None] * np.exp(-a[:, None] * np.atleast_1d(r)**2)
t = np.linspace(np.log(1e-6), np.log(60.0), 1500)
rg = np.exp(t)
wg = 4 * pi * rg**3 * (t[1] - t[0])
AO = ao(rg)
dens = lambda D: np.maximum(np.sum(AO * (D @ AO), axis=0), 0.0)
v_xa = lambda n, alpha: -1.5 * alpha * (3 * n / pi)**(1 / 3)
e_dirac_spin = lambda ns: -0.75 * (6 / pi)**(1 / 3) * wg @ ns**(4 / 3)

def scf(nocc, nspin, alpha=None):
    C = eigh(h, S)[1]
    D = C[:, :nocc] @ C[:, :nocc].T
    for _ in range(200):
        if alpha is None:
            Vx = -Km(D)
        else:
            Vx = (AO * (wg * v_xa(nspin * dens(D), alpha))) @ AO.T
        C = eigh(h + nspin * Jm(D) + Vx, S)[1]
        Dn = C[:, :nocc] @ C[:, :nocc].T
        dS = (Dn - D) @ S
        err = np.sqrt(abs(np.trace(dS @ dS)))
        D = 0.5 * (D + Dn)
        if err < 1e-9: break
    assert err < 1e-6
    return C, Dn

def parts(D, nspin):             # kinetic, energy without exchange, HF and Dirac exchange
    return (nspin * np.sum(D * T),
            nspin * np.sum(D * h) + 0.5 * nspin**2 * np.sum(D * Jm(D)),
            -0.5 * nspin * np.sum(D * Km(D)), nspin * e_dirac_spin(dens(D)))

def orbital_potentials(C, r):    # (K phi_i)/phi_i from analytic Gaussian potentials
    r = np.atleast_1d(r)
    pot = S[:, :, None] * erf(np.sqrt(p)[:, :, None] * r) / r
    V = np.einsum('ai,bj,abg->ijg', C, C, pot, optimize=True)
    phi = C.T @ ao(r)
    vi = -np.einsum('jg,ijg->ig', phi, V) / phi
    weight = phi**2 / np.sum(phi**2, axis=0)
    return vi, weight, np.sum(vi * weight, axis=0)

xl, wl = leggauss(300)
def hole(C, r):                  # radial quadrature split at r; the hole is spherical
    ts, wt = [], []
    for lo, hi in ((np.log(1e-6), np.log(r)), (np.log(r), np.log(60.0))):
        ts.append(lo + (hi - lo) * (xl + 1) / 2); wt.append(wl * (hi - lo) / 2)
    rp = np.exp(np.concatenate(ts))
    w = 4 * pi * rp**3 * np.concatenate(wt)
    phi = (C.T @ ao(r))[:, 0]
    gam = phi @ (C.T @ ao(rp))
    rho = gam**2 / (phi @ phi)
    return w @ rho, -w @ (rho / np.maximum(r, rp)), gam * w, rp

# 1s2s triplet
Call, D3 = scf(2, 1)
C3 = Call[:, :2]
kin, e0, ex, exd = parts(D3, 1)
assert abs((e0 + ex - kin) / kin + 2) < 1e-4
ex_grid = 0.5 * wg @ (dens(D3) * orbital_potentials(C3, rg)[2])
assert abs(ex_grid - ex) < 1e-7
print(f"He TRIPLET E_HF = {e0 + ex:.6f} Ha, Ex(matrix) = {ex:.6f} Ha")
print(f"Ex(1/2 int n vS) = {ex_grid:.6f} Ha, Dirac Ex = {exd:.6f} Ha")
rot = np.array([[np.cos(0.6), -np.sin(0.6)], [np.sin(0.6), np.cos(0.6)]])
print("r/bohr, v_1s/Ha, v_2s/Ha, w_1s, w_2s, vS mean/Ha, vS hole/Ha")
for r in (0.5, 2.0, 4.0):
    vi, wi, vs = orbital_potentials(C3, r)
    charge, vh, gw, rp = hole(C3, r)
    assert abs(charge - 1) < 1e-7 and abs(vh - vs[0]) < 1e-7
    for i in range(3):
        q_i = gw @ (Call[:, i] @ ao(rp)) / (Call[:, i] @ ao(r))[0]
        assert abs(q_i - (1 if i < 2 else 0)) < 1e-5
    vr, _, vsr = orbital_potentials(C3 @ rot, r)
    assert abs(vsr[0] - vs[0]) < 1e-9 and np.max(abs(vr - vi)) > 1e-2
    print(f"{r:.1f} {vi[0, 0]:.5f} {vi[1, 0]:.5f} {wi[0, 0]:.5f} {wi[1, 0]:.5f}"
          f" {vs[0]:.5f} {vh:.5f}")
tail3 = 15 * hole(C3, 15.0)[1]
assert abs(tail3 + 1) < 1e-3
print(f"r vS at r = 15 bohr: {tail3:.5f} Ha bohr")

# 1s^2 singlet
Call, D1 = scf(1, 2)
C1 = Call[:, :1]
kin, e0, ex, exd = parts(D1, 2)
assert abs((e0 + ex - kin) / kin + 2) < 1e-4
n1, vS1 = 2 * dens(D1), orbital_potentials(C1, rg)[2]
assert abs(0.5 * wg @ (n1 * vS1) - ex) < 1e-7
print(f"He SINGLET E_HF = {e0 + ex:.6f} Ha, Ex = {ex:.6f} Ha = {ex * EV:.3f} eV")
print(f"Dirac Ex on HF density = {exd:.6f} Ha = {exd * EV:.3f} eV")
print(f"alpha matching HF exchange = {2 / 3 * ex / exd:.5f}")
print("r/bohr, n/bohr^-3, vS hole/Ha, alpha=1/Ha, alpha=2/3/Ha")
for r in (0.5, 1.0, 2.0, 4.0, 8.0):
    nr, vh = 2 * (C1.T @ ao(r))[0, 0]**2, hole(C1, r)[1]
    hartree = 2 * np.sum(D1 * S * erf(np.sqrt(p) * r) / r)
    assert abs(vh + hartree / 2) < 1e-7
    print(f"{r:.1f} {nr:.4e} {vh:.5f} {v_xa(nr, 1):.5f} {v_xa(nr, 2 / 3):.5f}")
assert abs(8 * vh + 1) < 1e-4 and abs(8 * v_xa(nr, 1)) < 0.1
c0 = C1[:, 0]
chi = np.eye(nb_)[7] - c0 * (c0 @ S[:, 7])
chi /= np.sqrt(chi @ S @ chi)
def turned(th):
    c = np.cos(th) * c0 + np.sin(th) * chi
    return np.array(parts(np.outer(c, c), 2)[2:])
d_hf, d_dirac = (turned(1e-4) - turned(-1e-4)) / 2e-4
dn = 4 * (c0 @ AO) * (chi @ AO)
lin_vS, lin_loc = wg @ (vS1 * dn), wg @ (v_xa(n1, 1) * dn)
assert abs(d_hf / lin_vS - 1) < 1e-5 and abs(d_dirac / lin_loc - 2 / 3) < 1e-5
print(f"orbital rotated into Gaussian of exponent {a[7]:.3f} bohr^-2:")
print(f"dEx/dtheta = {d_hf:.6f} Ha, int vS dn = {lin_vS:.6f} Ha")
print(f"dEx_Dirac/dtheta = {d_dirac:.6f} Ha, int v(alpha=1) dn = {lin_loc:.6f} Ha")
print(f"ratios: exact {d_hf / lin_vS:.5f}, local {d_dirac / lin_loc:.5f}")

def dirac_total(alpha):
    kin, e0, _, exd = parts(scf(1, 2, alpha)[1], 2)
    return e0 + exd, -(e0 + exd - kin) / kin, kin

best = minimize_scalar(lambda al: dirac_total(al)[0], bounds=(0.4, 1.1),
                       method='bounded', options={'xatol': 1e-5}).x
eD, virD, kD = dirac_total(2 / 3)
eS, virS, kS = dirac_total(1.0)
assert abs(best - 2 / 3) < 1e-3 and eS > eD + 1e-3
assert abs(virD - 2) < 1e-4 and abs(virS - 2) > 0.05
print(f"alpha of SCF potential minimizing the Dirac total energy = {best:.4f}")
print(f"SCF alpha=2/3: E_Dirac = {eD:.6f} Ha, T = {kD:.6f} Ha, -V/T = {virD:.5f}")
print(f"SCF alpha=1: E_Dirac = {eS:.6f} Ha, T = {kS:.6f} Ha, -V/T = {virS:.5f}")
print(f"energy penalty of alpha=1 = {eS - eD:.6f} Ha = {(eS - eD) * EV:.3f} eV")
print("finished without a failed check")
```

It prints:

```
GAS rs = 2.0 bohr, n = 0.029842 bohr^-3, kF = 0.959579 bohr^-1
hole charge = 1.000000, int j1^2/x dx = 0.250000
F(0.5) = 0.911980, <F> = 0.750000, dln|vS|/dln n = 0.33333
Sigma(0) = -0.610887 Ha, Sigma(kF) = -0.305444 Ha
vS = -0.458165 Ha = -12.467 eV
eps_x = -0.229083 Ha, response term = 0.15272 Ha
de_x/dn = -0.30544 Ha = -8.312 eV, ratio to vS = 0.66667
screened ratio: kappa/kF=1 0.85974, kappa/kF=10 0.99609
He TRIPLET E_HF = -2.174251 Ha, Ex(matrix) = -0.743536 Ha
Ex(1/2 int n vS) = -0.743536 Ha, Dirac Ex = -0.644321 Ha
r/bohr, v_1s/Ha, v_2s/Ha, w_1s, w_2s, vS mean/Ha, vS hole/Ha
0.5 -1.48169 -1.12892 0.97478 0.02522 -1.47279 -1.47279
2.0 -0.49009 -0.25983 0.29528 0.70472 -0.32782 -0.32782
4.0 -0.24665 -0.21616 0.00025 0.99975 -0.21617 -0.21617
r vS at r = 15 bohr: -1.00000 Ha bohr
He SINGLET E_HF = -2.861680 Ha, Ex = -1.025769 Ha = -27.913 eV
Dirac Ex on HF density = -0.884046 Ha = -24.056 eV
alpha matching HF exchange = 0.77354
r/bohr, n/bohr^-3, vS hole/Ha, alpha=1/Ha, alpha=2/3/Ha
0.5 5.4367e-01 -1.29609 -1.20557 -0.80371
1.0 9.9150e-02 -0.89388 -0.68367 -0.45578
2.0 4.4162e-03 -0.49570 -0.24234 -0.16156
4.0 1.3163e-05 -0.24999 -0.03488 -0.02325
8.0 1.8115e-10 -0.12500 -0.00084 -0.00056
orbital rotated into Gaussian of exponent 0.512 bohr^-2:
dEx/dtheta = -1.055684 Ha, int vS dn = -1.055684 Ha
dEx_Dirac/dtheta = -0.973405 Ha, int v(alpha=1) dn = -1.460108 Ha
ratios: exact 1.00000, local 0.66667
alpha of SCF potential minimizing the Dirac total energy = 0.6667
SCF alpha=2/3: E_Dirac = -2.723640 Ha, T = 2.723639 Ha, -V/T = 2.00000
SCF alpha=1: E_Dirac = -2.703591 Ha, T = 3.170112 Ha, -V/T = 1.85284
energy penalty of alpha=1 = 0.020048 Ha = 0.546 eV
finished without a failed check
```
